\section*{Hückel and Möbius Rings: Levels, Frost Circle and Closed Shells}

Take four equivalent sites in a ring, numbered 1 to 4, with one orbital on each. Measure energies from the energy of an isolated site, and let each orbital be coupled to its two neighbours by $\beta<0$. The levels can be found by squaring the Hamiltonian matrix $H$, because $H^2$ describes two successive hops. An electron can hop from site 1 and back in two ways, so each diagonal element of $H^2$ is $2\beta^2$. It can reach the opposite site 3 through site 2 or through site 4. These two paths add, giving $(H^2)_{13}=2\beta^2$, and likewise $(H^2)_{24}=2\beta^2$. Each pair of opposite sites therefore gives $H^2$ the eigenvalues $2\beta^2\pm2\beta^2$, that is, $4\beta^2$ and $0$. The value $4\beta^2$ occurs twice: the vector with all coefficients equal has energy $2\beta$, and the one with alternating signs has energy $-2\beta$. The levels are $2\beta,0,0,-2\beta$.

Now reverse the sign of one coupling. The two paths to the opposite site then carry opposite signs and cancel, so that $H^2=2\beta^2$ times the unit matrix. Every level is $+\sqrt2\,\beta$ or $-\sqrt2\,\beta$, and since the trace of $H$ is zero, each occurs twice. Four electrons fill the lower pair completely, with total energy $4\sqrt2\,\beta$. In the first ring they fill the lowest level and leave two electrons in a degenerate pair that could hold four, with total energy $4\beta$. One sign has changed an open shell into a closed one and lowered the energy.

For a ring of $N\ge3$ sites, let the orbitals be orthonormal, with site energy $\alpha$ and nearest-neighbour couplings of equal magnitude. Write the coupling between sites $j$ and $j+1$ as $\sigma_j\beta$, where $\beta<0$, $\sigma_j=\pm1$ and $j=0,\ldots,N-1$; the last coupling returns to site 0. Electrons are independent, with at most two in each orbital. This is the Hückel model, in which electron repulsion does not appear explicitly.

The individual signs depend on how the basis orbitals are drawn. If orbital $j$ is multiplied by $\eta_j=\pm1$, its couplings change according to
\begin{equation}
\sigma_j\longrightarrow \eta_j\sigma_j\eta_{j+1},\qquad \eta_N\equiv\eta_0 .
\end{equation}
In the product of all couplings each $\eta_j$ occurs twice, and $\eta_j^2=1$. Hence
\begin{equation}
s=\prod_{j=0}^{N-1}\sigma_j
\end{equation}
does not depend on the choice of orbital signs. Conversely, setting $\eta_0=1$ and $\eta_{j+1}=\eta_j\sigma_j$ for $j=0,\ldots,N-2$ makes the first $N-1$ signs positive. The closing sign must then equal $s$, because the product is unchanged. There are thus two kinds of ring: $s=+1$ is a Hückel ring, and $s=-1$ is a Möbius ring. Two sign reversals, wherever they lie, can be removed by redrawing orbitals; a single one can be moved around the ring but not removed.

With the reversal, if any, placed in the closing bond, the equations for the coefficients $c_j$ of a molecular orbital of energy $E$ are
\begin{equation}
\alpha c_j+\beta(c_{j+1}+c_{j-1})=E c_j,
\qquad c_{j+N}=s\,c_j .
\end{equation}
The second relation extends the coefficients beyond the ring, so that the two end sites obey the same equation as the rest. At $j=N-1$, for example, it gives $\beta c_N=s\beta c_0$, which is the closing coupling. The coefficients are periodic for $s=+1$ and antiperiodic for $s=-1$.

Define the shift $T$ by $(Tc)_j=c_{j+1}$, using this boundary condition. Then
\begin{equation}
H=\alpha+\beta(T+T^{-1}),\qquad T^N=s .
\end{equation}
For $s=+1$ each row of the matrix is the previous row moved one place cyclically, which makes it a circulant. For $s=-1$ an element acquires a minus sign when it passes the end of the row, and the matrix is a skew-circulant. In both cases $H$ is built from $T$ alone, so an eigenvector of $T$ is also an eigenvector of $H$.

If $Tc=\lambda c$, applying the shift $N$ times gives $\lambda^N=s$. Thus $|\lambda|=1$, and we may write $\lambda=e^{i\theta}$. The condition $e^{iN\theta}=s$ has the $N$ distinct solutions
\begin{equation}
\theta_k=
\begin{cases}
2\pi k/N, & s=+1,\\
(2k+1)\pi/N, & s=-1,
\end{cases}
\qquad k=0,\ldots,N-1 .
\end{equation}
The relation $c_{j+1}=e^{i\theta}c_j$ gives the normalized vectors $c_j=e^{i\theta j}/\sqrt N$. Two of them with different angles are orthogonal, because the geometric sum is
\begin{equation}
\frac1N\sum_{j=0}^{N-1}e^{i(\theta-\theta')j}
=\frac1N\,\frac{1-e^{iN(\theta-\theta')}}{1-e^{i(\theta-\theta')}}=0 .
\end{equation}
The numerator vanishes since $e^{iN\theta}=e^{iN\theta'}=s$, while the denominator does not. We have found $N$ orthonormal eigenvectors in an $N$-dimensional space, so none is missing. Replacing $T$ by $e^{i\theta}$ in $H$ gives all the levels:
\begin{equation}
E(\theta)=\alpha+\beta(e^{i\theta}+e^{-i\theta})
=\alpha+2\beta\cos\theta .
\label{levels}
\end{equation}

The Frost circle is a drawing of this equation. The numbers $z=e^{i\theta}$ that satisfy $z^N=s$ are the corners of a regular $N$-sided polygon. Draw a circle of radius $2|\beta|$ with its centre at height $\alpha$, and measure $\theta$ from the downward radius. A corner then has horizontal and vertical coordinates
\begin{equation}
x=2|\beta|\sin\theta,\qquad
y=\alpha-2|\beta|\cos\theta=\alpha+2\beta\cos\theta ,
\end{equation}
where the last step uses $\beta=-|\beta|$. Its height is the energy of a level. The Hückel polygon has a corner at $\theta=0$ and stands on that corner. The lowest corners of the Möbius polygon are at $\theta=\pm\pi/N$, at equal height, so it stands on an edge.

The angles $\theta$ and $-\theta$ satisfy the same boundary condition, since $s$ is real, and they have the same cosine. Their two waves run around the ring in opposite senses, and their sum and difference give real orbitals proportional to $\cos\theta j$ and $\sin\theta j$. A level is single when $\theta$ and $-\theta$ are the same angle modulo $2\pi$, which happens at $\theta=0$ and $\theta=\pi$. The first is allowed for $s=+1$. The second requires $e^{iN\pi}=s$, or $s=(-1)^N$. All other levels are double, because $\cos\theta$ decreases steadily from $0$ to $\pi$ and no further coincidences can occur.

Let $M$ electrons fill the levels from below, with $0<M<2N$. Call the shell closed when every level is either full or empty. In the Hückel ring the lowest level takes two electrons and each pair above it takes four; in the Möbius ring the filling begins with a pair. Closed shells therefore occur at
\begin{equation}
M=
\begin{cases}
4n+2, & s=+1,\\
4n, & s=-1,
\end{cases}
\end{equation}
with $n=0,1,\ldots$ in the first case and $n=1,2,\ldots$ in the second, and at no other $M$ in this range. A single level at the top does not disturb the count, since filling it means $M=2N$. That case is excluded because a completely filled set is closed for either $s$, whether or not $2N$ fits the rule.

The rule counts electrons, not sites. Six electrons form a closed shell in Hückel rings of five, six and seven sites alike. If each site contributes one electron to the neutral ring, these are an anion, a neutral ring and a cation.

The sign of $\beta$ also matters. Reversing all $N$ couplings multiplies their product by $(-1)^N$. For even $N$ the kind of ring is unchanged, but for odd $N$ a Hückel ring acquires the spectrum of a Möbius ring and the reverse. With $\beta>0$ the two counting rules would thus be interchanged for odd rings.

The total energy shows how much the boundary condition is worth. Put $\delta=\pi/N$. In a closed Hückel shell with $M=4n+2$, the occupied angles are $2k\delta$ with $k=-n,\ldots,n$. Two electrons in each orbital give
\begin{equation}
E_{\rm closed}=M\alpha+4\beta\sum_{k=-n}^{n}\cos(2k\delta).
\end{equation}
To evaluate the sum, multiply it by $2\sin\delta$ and use $2\sin\delta\cos x=\sin(x+\delta)-\sin(x-\delta)$. Neighbouring terms cancel and the two ends remain:
\begin{align}
2\sin\delta\sum_{k=-n}^{n}\cos(2k\delta)
&=\sum_{k=-n}^{n}\left[\sin(2k+1)\delta-\sin(2k-1)\delta\right]\nonumber\\
&=\sin(2n+1)\delta-\sin(-2n-1)\delta\nonumber\\
&=2\sin(2n+1)\delta .
\end{align}
Here $2n+1=M/2$. For a closed Möbius shell with $M=4n$, the occupied angles are $(2k+1)\delta$ with $k=-n,\ldots,n-1$, and the same identity gives
\begin{align}
2\sin\delta\sum_{k=-n}^{n-1}\cos(2k+1)\delta
&=\sum_{k=-n}^{n-1}\left[\sin(2k+2)\delta-\sin 2k\delta\right]\nonumber\\
&=2\sin 2n\delta .
\end{align}
Now $2n=M/2$. Both families therefore share one formula:
\begin{equation}
E_{\rm closed}=M\alpha+4\beta\,
\frac{\sin(M\delta/2)}{\sin\delta},\qquad \delta=\frac{\pi}{N}.
\label{closed}
\end{equation}

The frontier gap is the distance from the highest filled to the lowest empty level. In both families these lie at the angles $(M/2-1)\delta$ and $(M/2+1)\delta$, so
\begin{align}
\Delta&=2|\beta|\left[\cos\left(\tfrac M2-1\right)\delta
-\cos\left(\tfrac M2+1\right)\delta\right]\nonumber\\
&=4|\beta|\sin(M\delta/2)\sin\delta .
\label{gap}
\end{align}

Suppose next that $M$ is even but belongs to the other family. Two electrons then occupy a degenerate pair of some energy $\varepsilon$. Removing them or adding two more gives a closed set, and
\begin{equation}
E(M)=E(M-2)+2\varepsilon,\qquad
E(M+2)=E(M-2)+4\varepsilon .
\end{equation}
Eliminating $\varepsilon$ gives $E(M)=\frac12[E(M-2)+E(M+2)]$. Equation~(\ref{closed}) may be used for both terms. It also holds at the possible end points: it gives zero for no electrons and $2N\alpha$ for $2N$ electrons, which is twice the trace of $H$. Since $\sin(M\delta/2-\delta)+\sin(M\delta/2+\delta)=2\sin(M\delta/2)\cos\delta$,
\begin{equation}
E_{\rm open}=M\alpha+4\beta\,
\frac{\sin(M\delta/2)}{\sin\delta}\cos\delta .
\label{open}
\end{equation}
The part due to bonding is reduced by the factor $\cos(\pi/N)$. For $N=M=4$ and $\alpha=0$, Eqs.~(\ref{closed}) and (\ref{open}) return the $4\sqrt2\,\beta$ and $4\beta$ found at the start.

At equal $|\beta|$, then, $4n+2$ electrons have the lower energy in a Hückel ring and $4n$ electrons in a Möbius ring. The difference follows from $(1-\cos\delta)/\sin\delta=\tan(\delta/2)$:
\begin{equation}
E_{\rm open}-E_{\rm closed}
=4|\beta|\sin(M\delta/2)\tan(\delta/2).
\end{equation}
With one electron per site and $N$ even, so that these formulas for even $M$ apply, $M=N$ and $\sin(M\delta/2)=1$. For large $N$ the difference then approaches $2\pi|\beta|/N$ and the closed-shell gap approaches $4\pi|\beta|/N$. A large ring is little affected by the sign with which it closes.

For numbers, take the round model parameters $\alpha=0$ and $\beta=-0.1$ hartree. Below the centre of the circle, which lies at zero, the six-site Hückel ring has a single level at $-0.2$ hartree and a pair at $-0.1$ hartree. Six electrons fill them, with energy
\begin{equation}
2(-0.2)+4(-0.1)=-0.8\ \text{hartree}.
\end{equation}
Equation~(\ref{closed}) gives the same value, $4(-0.1)/\sin30^\circ$. The gap is $0.2$ hartree, or $5.4$ eV. The Möbius ring has pairs at $-0.1732$, $0$ and $0.1732$ hartree. Its six electrons have energy $4(-0.1732)+2(0)=-0.693$ hartree, and the middle pair is half filled. The Möbius ring lies higher by $0.107$ hartree, or $2.9$ eV.

For eight sites and eight electrons the order is reversed:
\begin{align}
E_{\rm H}&=2(-0.2)+4(-0.1414)+2(0)=-0.966\ \text{hartree},\nonumber\\
E_{\rm M}&=4(-0.1848)+4(-0.0765)=-1.045\ \text{hartree}.
\end{align}
The Möbius ring is lower by $0.080$ hartree, or $2.2$ eV, and has a gap of $0.153$ hartree, or $4.2$ eV. The Hückel ring has no gap.

These comparisons assume that the sign can be reversed without weakening any coupling. A simple geometrical model shows what that assumption is worth. Let the sites carry p orbitals whose axes turn steadily about the path of the ring, by a total of $\pi$. In a local frame carried along the path, the axes are
\begin{equation}
\mathbf n_j=(\cos j\delta,\sin j\delta),\qquad j=0,\ldots,N-1 .
\end{equation}
Take each coupling to be $\beta$ times the scalar product of neighbouring axes. This neglects the curvature of the path and any overlap of the orbitals along the bond. The first $N-1$ couplings are $\beta\cos\delta$, and the closing one is
\begin{equation}
\beta\,\mathbf n_{N-1}\cdot\mathbf n_0
=\beta\cos(\pi-\delta)=-\beta\cos\delta .
\end{equation}
The minus sign now comes from the geometry: after a turn by $\pi$, the positive lobe meets the negative one. The same turn reduces every coupling to the magnitude $|\beta|\cos\delta$.

For $4n$ electrons the twisted ring has a closed shell. Replacing $\beta$ by $\beta\cos\delta$ in Eq.~(\ref{closed}) gives precisely Eq.~(\ref{open}), the energy of the untwisted Hückel ring with the same number of electrons. Within this model, the energy gained by closing the shell is cancelled by the energy lost in twisting the orbitals. The gap survives, reduced by the factor $\cos\delta$. In the eight-site example neighbouring axes differ by $22.5^\circ$, and the coupling magnitude falls to $0.0924$ hartree. The energy is $-0.966$ hartree, equal to that of the Hückel ring, while the gap is $0.141$ hartree, or $3.8$ eV. The exact equality belongs to the model. On a curved ring, an axis turned into the plane of the ring has a component of order $\sin\delta$ along the bond. The neglected terms are therefore of order $\delta^2$, like $1-\cos\delta$ itself, and they make the couplings unequal. If the couplings are instead taken proportional to the overlaps of carbon 2p orbitals on a planar eight-site ring with bonds of $1.40$ \AA, the twisted ring lies about $0.04$ hartree below the Hückel ring for one minimal-basis 2p orbital and about $0.02$ hartree above it for another. The reversed sign and a gap near $0.14$ to $0.15$ hartree remain in both cases. A closed shell is thus not by itself evidence that the twisted ring has the lower energy.

The counting rule also depends on the couplings having equal magnitude. Return to the four-site Hückel ring with $\alpha=0$, and let its couplings alternate between $\beta_1$ and $\beta_2$, both negative. The diagonal elements of $H^2$ become $\beta_1^2+\beta_2^2$, and those between opposite sites become $2\beta_1\beta_2$. The eigenvalues of $H^2$ are therefore $(\beta_1+\beta_2)^2$ and $(\beta_1-\beta_2)^2$, each occurring twice. Reversing the orbital signs on alternate sites changes $H$ into $-H$, so the levels come in pairs of opposite sign:
\begin{equation}
E=\pm(\beta_1+\beta_2),\qquad E=\pm(\beta_1-\beta_2).
\end{equation}
When $\beta_1\ne\beta_2$, the degenerate pair at zero splits, and four electrons fill the two lower levels. The four-site ring with four electrons can thus acquire a closed shell by bond alternation as well as by a change of sign. While the pair remains degenerate, the model assigns the same energy to every way of placing two electrons in it; choosing among them requires the electron repulsion that has been left out.

The numerical check compares the level, energy and gap formulas with direct diagonalization for both kinds of ring from three to fourteen sites.

\section*{Values computed for the example and the checks}
\begin{verbatim}
site energy alpha = 0.0000 hartree
coupling beta = -0.1000 hartree
Frost circle radius 2|beta| = 0.2000 hartree
largest level error in tests, N = 3 to 14: 2e-15 hartree
N = 5 Hueckel: closed-shell electron counts below 2N: [2, 6]
N = 5 Moebius: closed-shell electron counts below 2N: [4, 8]
N = 6 Hueckel: closed-shell electron counts below 2N: [2, 6, 10]
N = 6 Moebius: closed-shell electron counts below 2N: [4, 8]
N = 7 Hueckel: closed-shell electron counts below 2N: [2, 6, 10]
N = 7 Moebius: closed-shell electron counts below 2N: [4, 8, 12]
N = 8 Hueckel: closed-shell electron counts below 2N: [2, 6, 10, 14]
N = 8 Moebius: closed-shell electron counts below 2N: [4, 8, 12]
N = 6 Hueckel levels (degeneracy), hartree: -0.20000 (x1), -0.10000 (x2), 0.10000 (x2), 0.20000 (x1)
  pi energy, 6 electrons = -0.80000 hartree
  frontier gap = 0.20000 hartree = 5.442 eV
N = 6 Moebius levels (degeneracy), hartree: -0.17321 (x2), 0.00000 (x2), 0.17321 (x2)
  pi energy, 6 electrons = -0.69282 hartree
  frontier gap = 0.00000 hartree = 0.000 eV
N = 6 E(Moebius) - E(Hueckel) = 0.10718 hartree = 2.917 eV
N = 6 open/closed energy ratio = 0.86603; cos(pi/N) = 0.86603
N = 8 Hueckel levels (degeneracy), hartree: -0.20000 (x1), -0.14142 (x2), 0.00000 (x2), 0.14142 (x2), 0.20000 (x1)
  pi energy, 8 electrons = -0.96569 hartree
  frontier gap = 0.00000 hartree = 0.000 eV
N = 8 Moebius levels (degeneracy), hartree: -0.18478 (x2), -0.07654 (x2), 0.07654 (x2), 0.18478 (x2)
  pi energy, 8 electrons = -1.04525 hartree
  frontier gap = 0.15307 hartree = 4.165 eV
N = 8 E(Moebius) - E(Hueckel) = -0.07956 hartree = -2.165 eV
N = 8 open/closed energy ratio = 0.92388; cos(pi/N) = 0.92388
twisted N = 8: angle between neighbouring axes = 22.5 degrees
  reduced coupling magnitude = 0.09239 hartree
  pi energy, 8 electrons = -0.96569 hartree
  frontier gap = 0.14142 hartree = 3.848 eV
\end{verbatim}
